# One electron and two equal charges: where binding and metastability end: a program that tests the result

```python
"""
One electron and two fixed equal charges Z at distance R (Hartree atomic units).
Result under test: with rho = Z*R and eps(rho) the electronic ground-state energy
for unit charges, the total energy is E = Z^2 [eps(rho) + Z/rho], and
  binding against dissociation (limit -Z^2/2) ends at Z_b = max G,  G = -rho (eps + 1/2)
  the local minimum of E(R) disappears at          Z_m = max F,  F = rho^2 d eps/d rho
Symbols: xi = (r1+r2)/rho, eta = (r1-r2)/rho, p = rho sqrt(-eps/2).
The separated equations give eps; a two-centre Gaussian diagonalization at the
actual Z and R, without scaling or separation, checks the thresholds directly.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import (eval_genlaguerre, eval_laguerre, eval_legendre,
                           roots_laguerre)
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


@lru_cache(maxsize=None)
def laguerre_matrices(size):
    """Matrices in the orthonormal functions exp(-x/2) L_n(x)."""
    x, w = roots_laguerre(size + 8)
    val = np.array([eval_laguerre(n, x) for n in range(size)])
    der = np.array([-eval_genlaguerre(n - 1, 1, x) if n else 0 * x
                    for n in range(size)]) - val / 2
    k1 = (der * w * x) @ der.T
    k2 = (der * w * x**2) @ der.T
    m1 = (val * w * x) @ val.T
    m2 = (val * w * x**2) @ val.T
    return k1, k2, m1, m2


@lru_cache(maxsize=None)
def legendre_matrices(size):
    """-l(l+1) and eta^2 in normalized Legendre polynomials of even l."""
    l = np.arange(2 * size + 1)
    off = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
    eta = np.diag(off, 1) + np.diag(off, -1)
    even = np.arange(0, 2 * size, 2)
    return np.diag(-even * (even + 1.0)), (eta @ eta)[np.ix_(even, even)]


def separated_operators(p, rho, size):
    k1, k2, m1, m2 = laguerre_matrices(size)
    ang, eta2 = legendre_matrices(size)
    radial = (-(k2 + 4 * p * k1) + (2 * rho - p * p) * np.eye(size)
              + (rho / p - p) * m1 - m2 / 4)
    return radial, ang + p * p * eta2


@lru_cache(maxsize=None)
def solve(rho, size=30):
    """Return eps, F from the virial theorem, p and both eigenvectors."""
    def top_sum(p):
        radial, angular = separated_operators(p, rho, size)
        return np.linalg.eigvalsh(radial)[-1] + np.linalg.eigvalsh(angular)[-1]
    p = brentq(top_sum, 0.5 * rho, 1.001 * rho, xtol=1e-13, rtol=1e-14)
    radial, angular = separated_operators(p, rho, size)
    c = np.linalg.eigh(radial)[1][:, -1]
    d = np.linalg.eigh(angular)[1][:, -1]
    m1, m2 = laguerre_matrices(size)[2:]
    x1, x2 = c @ m1 @ c, c @ m2 @ c
    xi_mean = 1 + x1 / (2 * p)
    xi2_mean = 1 + x1 / p + x2 / (4 * p * p)
    eta2_mean = d @ legendre_matrices(size)[1] @ d
    eps = -2 * p * p / rho**2
    potential = -(4 / rho) * xi_mean / (xi2_mean - eta2_mean)
    return eps, rho * (potential - 2 * eps), p, c, d


def eps_of(rho):
    return solve(float(rho))[0]


def F_of(rho):
    return solve(float(rho))[1]


def G_of(rho):
    return -rho * (eps_of(rho) + 0.5)


def pull_by_quadrature(rho, points=120):
    """rho^2 <cos(theta)/r^2>: electron's pull on one nucleus, from the density."""
    _, _, p, c, d = solve(float(rho))
    t, w = np.polynomial.legendre.leggauss(points)
    umax, vmax = np.sqrt(50 / (2 * p)), np.sqrt(2.0)
    u, v = umax * (t + 1) / 2, vmax * (t + 1) / 2
    a, b = u**2, v**2                      # a = xi - 1, b = eta + 1
    wa, wb = w * umax * u, w * vmax * v
    x = 2 * p * a
    X = np.exp(-x / 2) * sum(cn * eval_laguerre(n, x) for n, cn in enumerate(c))
    Y = sum(dn * np.sqrt(2 * n + 0.5) * eval_legendre(2 * n, b - 1)
            for n, dn in enumerate(d))
    dens = np.outer(wa * X**2, wb * Y**2)
    A, B = a[:, None], b[None, :]
    minus, plus = 2 + A - B, A + B         # xi - eta, xi + eta
    top = np.sum(dens * (B - A + A * B) * minus / plus**2)
    return 4 * top / np.sum(dens * minus * plus)


# ---- thresholds from the separated problem
rho_b = brentq(lambda r: F_of(r) - G_of(r), 1.5, 4.0, xtol=1e-10)
Z_b = G_of(rho_b)
peak_G = minimize_scalar(lambda r: -G_of(r), bounds=(1.5, 4.0), method="bounded",
                         options={"xatol": 1e-7})
assert abs(-peak_G.fun - Z_b) < 1e-9 and abs(peak_G.x - rho_b) < 1e-3
peak_F = minimize_scalar(lambda r: -F_of(r), bounds=(2.5, 7.0), method="bounded",
                         options={"xatol": 1e-7})
rho_m, Z_m = float(peak_F.x), float(-peak_F.fun)
assert abs(Z_b - 1.24) < 0.005 and abs(Z_m - 1.44) < 0.005

# ---- basis convergence, derivative, and pull of the electron cloud
for r in (0.5, rho_b, rho_m, 12.0):
    small, large = solve(float(r)), solve(float(r), 40)
    assert abs(small[0] - large[0]) < 1e-7 and abs(small[1] - large[1]) < 1e-5
for r in (1.0, 2.0, rho_m, 8.0):
    h = 1e-3
    slope = (eps_of(r + h) - eps_of(r - h)) / (2 * h)
    assert abs(r * r * slope - F_of(r)) < 2e-5
    assert abs(pull_by_quadrature(r) - F_of(r)) < 2e-4

# ---- single peaks, bounds, and long-range coefficients
scan = np.arange(0.5, 25.01, 0.25)
F_scan = np.array([F_of(r) for r in scan])
G_scan = np.array([G_of(r) for r in scan])
for curve in (F_scan, G_scan):
    signs = np.sign(np.diff(curve))
    assert signs[0] > 0 and signs[-1] < 0 and np.sum(signs[1:] != signs[:-1]) == 1
assert np.all(F_scan <= 2 * scan) and np.all(G_scan <= 1.5 * scan)
tail_F = 25.0**3 * (F_of(25.0) - 1)
tail_G = 25.0**3 * (G_of(25.0) - 1)
assert abs(tail_F - 9) < 0.25 and abs(tail_G - 9 / 4) < 0.06


# ---- direct road: Gaussian diagonalization at the actual Z and R
basis = ([[0, [0.06 * 2.4**k, 1.0]] for k in range(12)]
         + [[1, [0.15 * 2.5**k, 1.0]] for k in range(6)]
         + [[2, [0.30 * 2.5**k, 1.0]] for k in range(4)])


def gaussian_integrals(R):
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]], unit="Bohr",
                basis={"H": basis}, charge=1, spin=1, verbose=0)
    return (mol.intor("int1e_kin"), mol.intor("int1e_nuc"),
            mol.intor("int1e_ovlp"))


def gaussian_total(Z, R, integrals):
    kin, nuc, ovl = integrals
    low = eigh(kin + Z * nuc, ovl, eigvals_only=True, subset_by_index=[0, 0])[0]
    return low + Z * Z / R


R_grid = np.arange(1.2, 5.01, 0.1)
stored = [gaussian_integrals(R) for R in R_grid]
R_fine = np.linspace(R_grid[0], R_grid[-1], 2000)


@lru_cache(maxsize=None)
def gaussian_curve(Z):
    return CubicSpline(R_grid, [gaussian_total(Z, R, s)
                                for R, s in zip(R_grid, stored)])


Z_b_direct = brentq(lambda Z: gaussian_curve(Z)(R_fine).min() + Z * Z / 2,
                    1.15, 1.32, xtol=1e-5)
Z_m_direct = brentq(lambda Z: gaussian_curve(Z)(R_fine, 1).max(),
                    1.38, 1.50, xtol=1e-5)
assert abs(Z_b_direct - Z_b) < 1e-3
assert abs(Z_m_direct - Z_m) < 3e-3


# ---- wells and barriers
def excess(Z, rho):
    """Total energy above the dissociation limit."""
    return Z * Z * (eps_of(rho) + Z / rho + 0.5)


def stationary(Z):
    inner = brentq(lambda r: F_of(r) - Z, 0.7, rho_m, xtol=1e-11)
    outer = None
    if Z > 1.01:
        outer = brentq(lambda r: F_of(r) - Z, rho_m, 25.0, xtol=1e-11)
    return inner, outer


Z_ex = 1.3
rho_in, rho_out = stationary(Z_ex)
R_in, R_out = rho_in / Z_ex, rho_out / Z_ex
E_in, E_out = excess(Z_ex, rho_in), excess(Z_ex, rho_out)
total_in = E_in - Z_ex**2 / 2
gauss_in = gaussian_total(Z_ex, R_in, gaussian_integrals(R_in))
assert -1e-7 < gauss_in - total_in < 3e-4
assert 0 < E_in < E_out

# ---- fold law for the barrier close to Z_m
step = 0.05
k_fold = -(F_of(rho_m + step) - 2 * F_of(rho_m) + F_of(rho_m - step)) / step**2
delta = 1e-3
Z_near = Z_m - delta
near_in, near_out = stationary(Z_near)
barrier_near = excess(Z_near, near_out) - excess(Z_near, near_in)
barrier_law = (Z_near**2 * 4 * delta / (3 * rho_m**2)) * np.sqrt(2 * delta / k_fold)
assert abs(barrier_near / barrier_law - 1) < 0.03

# ---- output
print("Scaled functions (rho in bohr, eps in hartree, G and F in units of e):")
for r in (1.0, 2.0, 3.0, 4.0, 5.0, 6.0, 8.0, 12.0):
    print(f"  rho={r:5.1f}  eps={eps_of(r):.6f}  G={G_of(r):.5f}  F={F_of(r):.5f}")
print(f"Peak of G: rho_b = {rho_b:.4f} bohr, Z_b = {Z_b:.5f} e")
print(f"eps at rho_b = {eps_of(rho_b):.6f} hartree, F at rho_b = {F_of(rho_b):.5f} e")
print(f"R at Z_b = {rho_b / Z_b:.4f} bohr")
print(f"Peak of F: rho_m = {rho_m:.4f} bohr, Z_m = {Z_m:.5f} e")
print(f"eps at rho_m = {eps_of(rho_m):.6f} hartree")
print(f"R at Z_m = {rho_m / Z_m:.4f} bohr")
print(f"Energy above dissociation at Z_m, rho_m = {excess(Z_m, rho_m):.5f} hartree")
print(f"Pull at rho_m by density quadrature = {pull_by_quadrature(rho_m):.5f} e")
print(f"Direct Gaussian thresholds: Z_b = {Z_b_direct:.4f} e, Z_m = {Z_m_direct:.4f} e")
print(f"rho^3 (F-1) at rho = 25 bohr: {tail_F:.3f} bohr^3")
print(f"rho^3 (G-1) at rho = 25 bohr: {tail_G:.3f} bohr^3")
print(f"Example Z = {Z_ex} e, dissociation limit = {-Z_ex**2 / 2:.5f} hartree")
print(f"  well: rho = {rho_in:.4f} bohr, R = {R_in:.4f} bohr")
print(f"  eps at well = {eps_of(rho_in):.6f} hartree")
print(f"  total energy at well = {total_in:.6f} hartree")
print(f"  same from Gaussians = {gauss_in:.6f} hartree")
print(f"  barrier top: rho = {rho_out:.4f} bohr, R = {R_out:.4f} bohr")
print(f"  eps at barrier top = {eps_of(rho_out):.6f} hartree")
print(f"  well above dissociation = {E_in:.5f} hartree = {E_in * HARTREE_EV:.3f} eV")
print(f"  top above dissociation = {E_out:.5f} hartree = {E_out * HARTREE_EV:.3f} eV")
print(f"  barrier from the well = {E_out - E_in:.5f} hartree"
      f" = {(E_out - E_in) * HARTREE_EV:.3f} eV")
print("Regimes (Z in e, R in bohr, energies above dissociation in hartree):")
for Z in (1.0, 1.1, 1.2, 1.3, 1.4):
    r_in, r_out = stationary(Z)
    line = f"  Z={Z:.1f}  R_well={r_in / Z:.4f}  E_well={excess(Z, r_in):+.5f}"
    if r_out is None:
        line += "  no barrier"
    else:
        line += f"  R_top={r_out / Z:.4f}  E_top={excess(Z, r_out):+.5f}"
    print(line)
print(f"Fold curvature k = {k_fold:.4f} e/bohr^2")
print(f"Barrier at Z_m - {delta} e: computed {barrier_near:.4e} hartree,"
      f" fold law {barrier_law:.4e} hartree")
print("all good")
```

Running it gives:

```
Scaled functions (rho in bohr, eps in hartree, G and F in units of e):
  rho=  1.0  eps=-1.451786  G=0.95179  F=0.47904
  rho=  2.0  eps=-1.102634  G=1.20527  F=1.00115
  rho=  3.0  eps=-0.910896  G=1.23269  F=1.30803
  rho=  4.0  eps=-0.796085  G=1.18434  F=1.43188
  rho=  5.0  eps=-0.724420  G=1.12210  F=1.41459
  rho=  6.0  eps=-0.678636  G=1.07181  F=1.31972
  rho=  8.0  eps=-0.627570  G=1.02056  F=1.12771
  rho= 12.0  eps=-0.583502  G=1.00202  F=1.01285
Peak of G: rho_b = 2.6997 bohr, Z_b = 1.23667 e
eps at rho_b = -0.958075 hartree, F at rho_b = 1.23667 e
R at Z_b = 2.1830 bohr
Peak of F: rho_m = 4.3317 bohr, Z_m = 1.43909 e
eps at rho_m = -0.768585 hartree
R at Z_m = 3.0100 bohr
Energy above dissociation at Z_m, rho_m = 0.13180 hartree
Pull at rho_m by density quadrature = 1.43909 e
Direct Gaussian thresholds: Z_b = 1.2366 e, Z_m = 1.4391 e
rho^3 (F-1) at rho = 25 bohr: 9.102 bohr^3
rho^3 (G-1) at rho = 25 bohr: 2.266 bohr^3
Example Z = 1.3 e, dissociation limit = -0.84500 hartree
  well: rho = 2.9623 bohr, R = 2.2787 bohr
  eps at well = -0.916428 hartree
  total energy at well = -0.807110 hartree
  same from Gaussians = -0.807087 hartree
  barrier top: rho = 6.1781 bohr, R = 4.7524 bohr
  eps at barrier top = -0.672342 hartree
  well above dissociation = 0.03789 hartree = 1.031 eV
  top above dissociation = 0.06435 hartree = 1.751 eV
  barrier from the well = 0.02646 hartree = 0.720 eV
Regimes (Z in e, R in bohr, energies above dissociation in hartree):
  Z=1.0  R_well=1.9972  E_well=-0.10263  no barrier
  Z=1.1  R_well=2.0533  E_well=-0.06717  R_top=7.6746  E_top=+0.01212
  Z=1.2  R_well=2.1402  E_well=-0.02006  R_top=5.9377  E_top=+0.03311
  Z=1.3  R_well=2.2787  E_well=+0.03789  R_top=4.7524  E_top=+0.06435
  Z=1.4  R_well=2.5578  E_well=+0.10466  R_top=3.7101  E_top=+0.10905
Fold curvature k = 0.1246 e/bohr^2
Barrier at Z_m - 0.001 e: computed 1.8629e-05 hartree, fold law 1.8621e-05 hartree
all good
```
